\section*{When Gradient Repulsion Integrals in Rys Quadrature Need Another Root}

\section{The form fixed by dimension and parity}

Consider one Cartesian factor of a Gaussian, $g_i(x)=(x-A)^i e^{-a(x-A)^2}$. It has the dimension of length$^i$ and parity $(-1)^i$ about $A$. Its derivative with respect to $A$ has dimension length$^{i-1}$ and the opposite parity, and it is again a polynomial times the same Gaussian. Since $a$ has dimension length$^{-2}$, each term must be of the form $a^k(x-A)^{i-1+2k}$. One differentiation brings down at most one factor $a$, so $k$ is 0 or 1. The product rule supplies the two coefficients:
\begin{equation}
\frac{\partial g_i}{\partial A}=2a\,g_{i+1}-i\,g_{i-1}.
\label{eq:gauss}
\end{equation}
The derivative therefore raises the highest power by one. Whether this calls for another quadrature root depends on how a power of $x-A$ turns into powers of the Rys variable.

\section{Setting and theorem}

Four primitive Cartesian Gaussians have positive exponents $a,b,c,d$ and centres $\mathbf A,\mathbf B,\mathbf C,\mathbf D$. The first two belong to electron 1, the last two to electron 2. Their Cartesian powers add up to $L$. Rydberg units are used: lengths are in bohr, $e^2=2$, and the repulsion is $e^2/r_{12}$. Define
\begin{align}
p&=a+b,\qquad q=c+d,\qquad \rho=\frac{pq}{p+q},\nonumber\\
\mathbf P&=\frac{a\mathbf A+b\mathbf B}{p},\qquad
\mathbf Q=\frac{c\mathbf C+d\mathbf D}{q},\qquad
T=\rho|\mathbf P-\mathbf Q|^2 .
\end{align}
In formulas for a single axis, $A,B,C,D,P,Q$ denote components along that axis, and $X=P-Q$.

\paragraph{Theorem.}
(i) The repulsion integral is $\mathcal K\int_0^1 e^{-Tu}I_xI_yI_z\,dt$ with $u=t^2$, where each $I$ is a polynomial in $u$. A derivative with respect to $A$ is obtained at fixed $u$ by replacing, along its axis, $I(i)$ by $2aI(i+1)-iI(i-1)$; the other centres follow the same rule.

(ii) An $m$-th derivative is integrated exactly by
\begin{equation}
N_m=\left\lfloor\frac{L+m}{2}\right\rfloor+1
\label{eq:count}
\end{equation}
Rys roots.

(iii) In general geometry $N_m-1$ roots do not suffice. Relative to the undifferentiated integral, a first derivative with respect to one centre thus needs one additional root if $L$ is odd and none if $L$ is even. A second derivative needs one additional root for either parity.

``General geometry'' means that the leading coefficient in Lemma 3 is nonzero and, when $L+m$ is odd, that the accidental cancellation described in the proof is absent.

\section{The two-dimensional integrals}

\paragraph{Lemma 1 (factorization).}
The integral has the form stated in (i), and the map from the Laplace variable to $t$ does not depend on the centres.

\paragraph{Proof.}
From $\int_0^\infty e^{-s^2r^2}ds=\sqrt\pi/(2r)$,
\begin{equation}
\frac1{r_{12}}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2r_{12}^2}\,ds .
\end{equation}
At fixed $s$ the integrand separates into three Cartesian factors. For electron 1, completing the square gives
\begin{equation}
a(x_1-A)^2+b(x_1-B)^2=p(x_1-P)^2+\frac{ab}{p}(A-B)^2,
\end{equation}
and similarly for electron 2. What remains is the exponent
\begin{equation}
E=p(x_1-P)^2+q(x_2-Q)^2+s^2(x_1-x_2)^2 .
\end{equation}
Let $\bar x_1,\bar x_2$ be its minimum and $\delta=\bar x_1-\bar x_2$. The stationarity conditions are
\begin{equation}
\bar x_1=P-\frac{s^2\delta}{p},\qquad \bar x_2=Q+\frac{s^2\delta}{q}.
\end{equation}
Subtracting them and using $1/p+1/q=1/\rho$ gives $\delta(1+s^2/\rho)=X$. Now set
\begin{equation}
s^2=\frac{\rho t^2}{1-t^2},\qquad
ds=\sqrt\rho\,(1-t^2)^{-3/2}dt,\qquad 0<t<1 .
\label{eq:map}
\end{equation}
Then $1+s^2/\rho=1/(1-u)$, so $\delta=X(1-u)$ and $s^2\delta=\rho uX$. The minimum of $E$ is
\begin{equation}
s^4\delta^2\Big(\frac1p+\frac1q\Big)+s^2\delta^2
=\frac{s^2\delta^2}{1-u}=\rho uX^2 .
\end{equation}
The matrix of the quadratic form $E$ is
\begin{equation}
M=\begin{pmatrix}p+s^2&-s^2\\-s^2&q+s^2\end{pmatrix},\qquad
\det M=pq+(p+q)s^2=\frac{pq}{1-u}.
\end{equation}
Each complete two-dimensional integral is therefore
\begin{equation}
J=\pi\sqrt{\frac{1-u}{pq}}\;
e^{-\frac{ab}{p}(A-B)^2-\frac{cd}{q}(C-D)^2-\rho uX^2}\,I(u),
\label{eq:J}
\end{equation}
where $I(u)$ is the mean of $(x_1-A)^i(x_1-B)^j(x_2-C)^k(x_2-D)^l$ over the normalized weight $e^{-E}$. In the product of three such factors, $(1-u)^{3/2}$ cancels the Jacobian in (\ref{eq:map}), and $\sqrt\rho/(pq)^{3/2}=1/(pq\sqrt{p+q})$. With the product $\mathcal N$ of the normalization constants,
\begin{equation}
\mathcal K=\mathcal N\,\frac{2e^2\pi^{5/2}}{pq\sqrt{p+q}}\;
e^{-\frac{ab}{p}|\mathbf A-\mathbf B|^2-\frac{cd}{q}|\mathbf C-\mathbf D|^2}.
\end{equation}
The map (\ref{eq:map}) contains exponents only. Moving a centre at fixed $s$ is the same as moving it at fixed $t$. \hfill$\square$

\paragraph{Lemma 2 (recurrences).}
With $j=l=0$, and with $I(i,k)$ the corresponding polynomial,
\begin{align}
I(i+1,k)&=C_{00}I(i,k)+iB_{10}I(i-1,k)+kB_{00}I(i,k-1),\nonumber\\
I(i,k+1)&=D_{00}I(i,k)+kB_{01}I(i,k-1)+iB_{00}I(i-1,k),
\label{eq:rec}
\end{align}
where $I(0,0)=1$ and
\begin{align}
C_{00}&=P-A-\frac{quX}{p+q},&
D_{00}&=Q-C+\frac{puX}{p+q},\nonumber\\
B_{10}&=\frac1{2p}\Big(1-\frac{qu}{p+q}\Big),&
B_{01}&=\frac1{2q}\Big(1-\frac{pu}{p+q}\Big),\nonumber\\
B_{00}&=\frac{u}{2(p+q)} .
\label{eq:coef}
\end{align}

\paragraph{Proof.}
Let $y_r=x_r-\bar x_r$. The integral of $\partial_r(Fe^{-y^TMy})$ vanishes, so $\langle\partial_rF\rangle=2\sum_sM_{rs}\langle y_sF\rangle$. Inverting this relation,
\begin{equation}
\langle y_rF\rangle=\sum_s\tfrac12(M^{-1})_{rs}\langle\partial_sF\rangle .
\end{equation}
Take $F=(x_1-A)^i(x_2-C)^k$ and write $x_1-A=(\bar x_1-A)+y_1$. This yields the first line of (\ref{eq:rec}) with $C_{00}=\bar x_1-A$; the second line follows from $x_2-C$. Since $\rho/p=q/(p+q)$, the stated $C_{00}$ follows from $\bar x_1=P-\rho uX/p$, and $D_{00}$ follows likewise. For the covariances,
\begin{align}
\tfrac12(M^{-1})_{11}&=\frac{(q+s^2)(1-u)}{2pq}
=\frac{q(1-u)+\rho u}{2pq}=B_{10},\nonumber\\
\tfrac12(M^{-1})_{12}&=\frac{s^2(1-u)}{2pq}=\frac{\rho u}{2pq}=B_{00}.
\end{align}
Exchanging $p$ and $q$ gives $B_{01}$. \hfill$\square$

Powers on $B$ follow from $x_1-B=(x_1-A)+(A-B)$, that is,
\begin{equation}
I(i,j+1,k,l)=I(i+1,j,k,l)+(A-B)I(i,j,k,l),
\end{equation}
and powers on $D$ from the same identity for electron 2.

\section{Differentiation at a fixed root}

Applying (\ref{eq:gauss}) under the integral that defines $J$ changes only the power $i$. The constants and exponentials in (\ref{eq:J}) are common to all powers and can be divided out, which leaves
\begin{equation}
\mathcal D_AI(i)=2aI(i+1)-iI(i-1).
\label{eq:DA}
\end{equation}
This proves part (i). The symbol $\mathcal D_A$ is not the derivative of the polynomial $I$ alone. Differentiating (\ref{eq:J}) directly, with $\partial X/\partial A=a/p$, gives
\begin{equation}
\mathcal D_AI=\frac{\partial I}{\partial A}
-\Big[\frac{2ab}{p}(A-B)+\frac{2a}{p}\rho uX\Big]I .
\label{eq:explicit}
\end{equation}
The last term comes from the dependence of $e^{-Tu}$ on the separation of the two charge distributions. It carries the additional factor $u$.

A second derivative on the same centre and axis follows by applying (\ref{eq:DA}) to each of its terms:
\begin{align}
\mathcal D_A^2I(i)
&=2a\,[2aI(i+2)-(i+1)I(i)]-i\,[2aI(i)-(i-1)I(i-2)]\nonumber\\
&=4a^2I(i+2)-2a(2i+1)I(i)+i(i-1)I(i-2).
\label{eq:second}
\end{align}
For different centres or axes, each rule acts once on its own index.

\section{Degree and quadrature error}

\paragraph{Lemma 3 (degree).}
The polynomial $f(u)$ in the integrand of an $m$-th derivative has degree at most $L+m$. The coefficient $\Lambda$ of $u^{L+m}$ is a product with one slope for each of the $L$ original powers and, for each derivative, twice the exponent of the displaced function times one slope. Along an axis with separation $X$ the slopes are
\begin{equation}
\sigma_1=-\frac{qX}{p+q}\ \hbox{(electron 1)},\qquad
\sigma_2=\frac{pX}{p+q}\ \hbox{(electron 2)}.
\end{equation}

\paragraph{Proof.}
By (\ref{eq:rec}), a power is used up either alone, through a mean linear in $u$, or together with another power, through a covariance linear in $u$. The maximum degree is reached when every power is used alone, and each then contributes its slope. Each derivative adds one power with the factor $2a$ (or $2b$, $2c$, $2d$). Its lowering term has two powers fewer and cannot reach the top degree. \hfill$\square$

If $X=0$ along an axis, the means there do not depend on $u$, and $M$ powers along that axis give degree at most $\lfloor M/2\rfloor$. The count (\ref{eq:count}) can then be larger than necessary. The same can happen when two centres sit on one atom and move together. For $A$ and $C$ the derivative factors add to $2a\sigma_1+2c\sigma_2=2X(bc-ad)/(p+q)$, which vanishes for $ad=bc$, so the summed derivative then has degree at most $L$. The count (\ref{eq:count}) still suffices in all these cases.

\paragraph{Lemma 4 (Gauss error).}
Let $R_n$ be the monic polynomial of degree $n$ in $u$ that is orthogonal to all lower degrees under the weight $e^{-Tu}dt$, and let $h_n=\int_0^1e^{-Tu}R_n^2\,dt>0$. The $n$-point rule on the zeros of $R_n$ is exact through degree $2n-1$. For degree $2n$ with leading coefficient $\Lambda$, the exact value minus the quadrature sum is $\Lambda h_n$.

\paragraph{Proof.}
The weights are chosen to make the rule exact through degree $n-1$. If $f$ has degree at most $2n-1$, divide: $f=R_ng+r$ with $g$ and $r$ of degree at most $n-1$. The integral of $R_ng$ vanishes by orthogonality, its quadrature sum vanishes because the nodes are zeros of $R_n$, and $r$ is integrated exactly. If $f$ has degree $2n$, write $f=\Lambda R_n^2+r$ with $r$ of degree at most $2n-1$. The rule assigns zero to $R_n^2$, whose integral is $h_n$. \hfill$\square$

\paragraph{Proof of parts (ii) and (iii).}
Exactness for degree $L+m$ is ensured by $2n-1\ge L+m$. The smallest such integer is $N_m$, which proves (ii). Now take one root fewer, $n=N_m-1=\lfloor(L+m)/2\rfloor$.

If $L+m$ is even, the degree is $2n$ and the error is $\mathcal K\Lambda h_n$, which is nonzero whenever $\Lambda\ne0$. This covers the first derivative for odd $L$ and the second derivative for even $L$.

If $L+m$ is odd, the degree is $2n+1$. Let $f_{2n}$ be the coefficient of $u^{2n}$ in $f$ and $u_k$ the nodes. Since $R_n^2=u^{2n}-2u^{2n-1}\sum_ku_k+\dots$, division by $R_n^2$ gives
\begin{equation}
f=(\Lambda u+\epsilon)R_n^2+r,\qquad
\epsilon=f_{2n}+2\Lambda\sum_ku_k ,
\end{equation}
with $r$ of degree at most $2n-1$. The error is
\begin{equation}
\mathcal K h_n(\Lambda\bar u+\epsilon),\qquad
\bar u=\frac1{h_n}\int_0^1e^{-Tu}uR_n^2\,dt .
\end{equation}
It can vanish, but a small change of geometry generally removes such a zero. Shift $A$ by $\eta$ and $B$ by $-a\eta/b$ along an axis with $X\neq0$. Then $P$, $T$, the nodes and $\Lambda$ stay fixed. Let $n_A$ and $n_B$ be the powers on $A$ and $B$ along this axis, derivatives included. In $f_{2n}$ one mean may contribute its constant part, $P-A$ or $P-B$, in place of its slope; the covariance terms of this degree contain no such constants. Hence $\epsilon$ changes by
\begin{equation}
\Delta\epsilon=\frac{\Lambda\eta}{\sigma_1}\Big(\frac{a}{b}n_B-n_A\Big).
\end{equation}
Unless $an_B=bn_A$, in which case this particular shift gives no information, at most one value of $\eta$ makes the error zero. A count valid for all geometries cannot rely on that value.

Finally, $N_0=\lfloor L/2\rfloor+1$. For even $L$, $N_1=N_0$; for odd $L$, $N_1=N_0+1$; and $N_2=\lfloor L/2\rfloor+2=N_0+1$ for both. \hfill$\square$

\section{Remarks on use}

\paragraph{Remark 1: translation does not reveal a missing root.}
At fixed $u$, the complete integral $J$ depends only on differences of centres. Hence $(\mathcal D_A+\mathcal D_B+\mathcal D_C+\mathcal D_D)I=0$ at every $u$, whether or not $u$ is a root. The four centre derivatives sum to zero even with too few roots. Obtaining the fourth derivative from the other three is legitimate, but the vanishing sum does not validate the quadrature.

\paragraph{Remark 2: moving roots.}
The $N_0$-root sum equals the undifferentiated integral at every geometry. Its total derivative, including the motion of roots and weights with $T$, is therefore correct. Rule (\ref{eq:DA}) instead holds $u$ fixed and differentiates $e^{-Tu}$ explicitly. It represents the derivative of the integrand, which must then be integrated with $N_1$ roots.

\paragraph{Remark 3: contractions.}
A contracted integral is a linear combination of primitive ones. Each primitive quadruple has its own $T$ and its own roots, but the number $N_m$ is common to all of them because it depends only on $L$ and $m$.

\section{Worked example: $(p_xs|ss)$}

The exponents and centres are round model parameters: $a,b,c,d=0.8,\,0.5,\,0.6,\,0.9$ bohr$^{-2}$, $\mathbf A=(0,0,0)$, $\mathbf B=(1,0.4,-0.2)$, $\mathbf C=(1.5,1.5,0.7)$, $\mathbf D=(2,1,1.5)$ bohr. All functions are normalized, and $p=1.3$, $q=1.5$, $T=3.257619$. Here $L=1$, so the integral needs one root and its first derivative two. With $A_x=0$, $P_x=0.384615$ and $X=-1.415385$ bohr,
\begin{align}
I(1)&=0.384615+\frac{1.5\times1.415385}{2.8}\,u=0.384615+0.758242\,u,\nonumber\\
I(2)&=I(1)^2+\frac{1-0.535714\,u}{2.6},\qquad
\mathcal D_AI(1)=1.6\,I(2)-1 .
\end{align}
The single root is the mean of $u$, given by the Boys functions $F_k=\int_0^1t^{2k}e^{-Tt^2}dt$: $u=F_1/F_0=0.068652/0.485763=0.141328$. There $I(1)=0.491776$ bohr, and with $\mathcal K=1.438094$ Ry/bohr,
\begin{equation}
(p_xs|ss)=1.438094\times0.485763\times0.491776=0.34354\ \hbox{Ry},
\end{equation}
or 0.17177 hartree. For the derivative, the two-root rule gives
\begin{align}
\frac{\partial(p_xs|ss)}{\partial A_x}
&=1.438094\,[0.412450(-0.104953)+0.073314(0.498000)]\nonumber\\
&=1.438094\,(-0.043288+0.036510)=-0.00975\ \hbox{Ry/bohr},
\end{align}
or $-0.00487$ hartree/bohr. Keeping one root in the same formula gives
\begin{equation}
1.438094\times0.485763\times(-0.044257)=-0.03092\ \hbox{Ry/bohr},
\end{equation}
about three times too large in magnitude. The relative error is large because the two contributions above nearly cancel. The absolute error is the one given by Lemma 4 with $h_1=F_2-F_1^2/F_0=0.016003$:
\begin{equation}
\mathcal K\,(2a\sigma_1^2)\,h_1
=1.438094\times1.6\times0.758242^2\times0.016003=0.02117\ \hbox{Ry/bohr}.
\end{equation}
The one-root derivatives for the four centres still sum to zero within rounding, as Remark 1 requires.

\paragraph{Second derivative of $(ss|ss)$.}
For normalized functions $\partial s/\partial A_x=\sqrt a\,p_x$, because $\partial s/\partial A_x=2a(x-A_x)s$ and $p_x=2\sqrt a(x-A_x)s$. Therefore
\begin{equation}
\frac{\partial^2(ss|ss)}{\partial A_x^2}
=\sqrt{0.8}\,(-0.009747)=-0.00872\ \hbox{Ry/bohr}^2 ,
\end{equation}
in agreement with (\ref{eq:second}) evaluated with two roots. One root gives $-0.02765$ Ry/bohr$^2$. The relation also shows why the second derivative for $L=0$ and the first for $L=1$ need the same number of roots.

\paragraph{Two limits.}
If $C$ and $D$ are shifted so that $P_x=Q_x$, then $\sigma_1=0$ along $x$ and one root suffices for $\partial(p_xs|ss)/\partial A_x$. It also suffices for $\partial(p_ys|ss)/\partial A_x$, whose polynomial is constant along $x$ and linear along $y$. For $\partial(p_ys|ss)/\partial A_y$ the separation along $y$ remains, and one root leaves an error of $0.024$ Ry/bohr.

For distant pairs of fixed internal shape, $T\to\infty$ and the upper limit of the Boys integrals may be replaced by infinity. Then $F_1\simeq F_0/(2T)$ and $F_2\simeq3F_0/(4T^2)$, so $h_1\simeq F_0/(2T^2)$. With $\sigma_1^2=\rho^2X^2/p^2$, $T=\rho R^2$ and $R=|\mathbf P-\mathbf Q|$, the one-root error becomes
\begin{equation}
\mathcal K\,2a\,\frac{\rho^2X^2}{p^2}\,\frac{F_0}{2\rho^2R^4}
=\mathcal KF_0\,\frac{aX^2}{p^2R^4}.
\end{equation}
Relative to $\mathcal KF_0$ it falls as $R^{-2}$ along a fixed direction. On this scale the one-root error of this derivative fades at long range, but it does not vanish at any finite distance with $X\ne0$.

For $L=0$ to 4, root counts found by trial on selected components and derivatives agree with (\ref{eq:count}); they are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
exponents a b c d (bohr^-2): 0.8 0.5 0.6 0.9
centre A (bohr): 0.0 0.0 0.0
centre B (bohr): 1.0 0.4 -0.2
centre C (bohr): 1.5 1.5 0.7
centre D (bohr): 2.0 1.0 1.5
p, q, rho (bohr^-2): 1.3000 1.5000 0.696429
P (bohr): 0.384615 0.153846 -0.076923
Q (bohr): 1.800000 1.200000 1.180000
X = Px-Qx (bohr): -1.415385
T (no unit): 3.257619
Boys F0 F1 F2: 0.48576342 0.06865190 0.02570525
h_1 = F2-F1^2/F0 (no unit): 0.01600282
prefactor (p_x s|ss) (Ry/bohr): 1.43809434
1-root rule, root 1: u=0.14132786 w=0.48576342
  I1=0.49177607 bohr, I2=0.59733933 bohr^2, 2a*I2-I0=-0.04425707
2-root rule, root 1: u=0.06480476 w=0.41244984
  I1=0.43375306 bohr, I2=0.55940447 bohr^2, 2a*I2-I0=-0.10495284
2-root rule, root 2: u=0.57183384 w=0.07331359
  I1=0.81820368 bohr, I2=0.93624974 bohr^2, 2a*I2-I0=0.49799958
(p_x s|ss), 1 root (Ry): 0.34354179
(p_x s|ss), 1 root (hartree): 0.17177090
d/dAx, 2 roots (Ry/bohr): -0.00974690
d/dAx, 2 roots (hartree/bohr): -0.00487345
d/dAx, library differences (Ry/bohr): -0.00974690
d/dAx, 1 root, 2D formula (Ry/bohr): -0.03091682
d/dAx, 1 moving root (Ry/bohr): -0.00974690
2-root minus 1-root (Ry/bohr): 0.02116992
predicted difference (Ry/bohr): 0.02116992
d/dx of A B C D, 2 roots (Ry/bohr): -0.009747 0.086975 0.092784 -0.170012
d/dx of A B C D, 1 root (Ry/bohr): -0.030917 0.073744 0.106544 -0.149371
size of 1-root sum (Ry/bohr): 2.8e-17
Px=Qx, 1-root errors (Ry/bohr):
  p_x, d/dAx: -1.7e-11
  p_y, d/dAx: -2.0e-11
  p_y, d/dAy: 2.4e-02
(ss|ss) d2/dAx2, 1 root (Ry/bohr^2): -0.02765284
(ss|ss) d2/dAx2, 2 roots (Ry/bohr^2): -0.00871789
L: roots for value, 1st, 2nd derivative;
  largest error with the value's roots (Ry/bohr, Ry/bohr^2)
L=0: 1 1 2; 2.8e-17 1.9e-02
L=1: 1 2 2; 2.1e-02 3.2e-02
L=2: 2 2 3; 1.1e-16 1.9e-03
L=3: 2 3 3; 1.6e-03 3.0e-03
L=4: 3 3 4; 1.7e-16 1.6e-04
largest library deviation, all orders (Ry, bohr): 5.5e-10
\end{verbatim}
